# Cholesky Decomposition of Orbital Energy Denominators: Closed Residual and Geometric Convergence

**A.1 The form of the answer**

The denominator matrix is \(M_{pq}=1/(x_p+x_q)\), where \(p=ia\) labels an occupied–virtual pair of real canonical closed-shell Hartree–Fock orbitals and \(x_p=\varepsilon_a-\varepsilon_i\). Atomic units are used, and every \(x_p\) lies in an interval \([a,b]\) with \(a>0\). The kernel \(1/(x+z)\) has the dimension of an inverse energy and contains no scale of its own: multiplying all \(x_p\) by a constant divides \(M\) by that constant. A relative error bound valid on \([a,b]\) can therefore depend on the interval through \(\kappa=b/a\) alone.

The same argument fixes the residual of one elimination step with pivot energy \(y\). That step subtracts a multiple of \(1/[(x+y)(z+y)]\), so the residual is \(N/[(x+z)(x+y)(z+y)]\) with a polynomial \(N\). The dimension of an inverse energy makes \(N\) homogeneous of degree two. The eliminated row and column must vanish, so \(N\) is zero at \(x=y\) and at \(z=y\), which leaves \(N=c\,(x-y)(z-y)\) with a pure number \(c\). The residual is the kernel itself times one dimensionless factor \((x-y)/(x+y)\) for each argument. Direct algebra gives \(c=1\):
\[
\frac{1}{x+z}-\frac{2y}{(x+y)(z+y)}=\frac{(x+y)(z+y)-2y(x+z)}{(x+z)(x+y)(z+y)}=\frac{(x-y)(z-y)}{(x+z)(x+y)(z+y)}, \tag{1}
\]
because \(xz+xy+yz+y^2-2xy-2yz=xz-xy-yz+y^2=(x-y)(z-y)\).

**A.2 Closed form of vectors and residual**

A Cholesky decomposition needs a positive semidefinite matrix. For \(x,z>0\), \(1/(x+z)=\int_0^\infty e^{-xt}e^{-zt}dt\), so \(w^TMw=\int_0^\infty(\sum_p w_pe^{-x_pt})^2dt\ge0\) for any real \(w\). One \(x_p<0\) makes the diagonal element \(1/(2x_p)\) negative, and the decomposition does not exist.

With \(R^0=M\), step \(m\) picks a pivot index \(J\) with \(d_m=R^{m-1}_{JJ}>0\) and forms
\[
L^m_p=R^{m-1}_{pJ}/\sqrt{d_m},\qquad R^m_{pq}=R^{m-1}_{pq}-L^m_pL^m_q .
\]
Let \(y_m=x_J\) be the pivot energy and define
\[
f_n(x)=\prod_{m=1}^n\frac{x-y_m}{x+y_m},\qquad f_0=1 .
\]
The claim is
\[
R^n_{pq}=M_{pq}-\sum_{m=1}^nL^m_pL^m_q=\frac{f_n(x_p)f_n(x_q)}{x_p+x_q}. \tag{2}
\]
It holds for \(n=0\). If it holds for \(m-1\), the pivot is \(d_m=f_{m-1}(y_m)^2/(2y_m)\), and
\[
L^m_p=\frac{f_{m-1}(x_p)f_{m-1}(y_m)}{x_p+y_m}\,\frac{\sqrt{2y_m}}{|f_{m-1}(y_m)|}=s_m\frac{\sqrt{2y_m}}{x_p+y_m}f_{m-1}(x_p), \tag{3}
\]
where \(s_m=\operatorname{sign}f_{m-1}(y_m)\) drops out of every product \(L^m_pL^m_q\) and may be set to \(+1\). Then
\[
R^m_{pq}=f_{m-1}(x_p)f_{m-1}(x_q)\left[\frac{1}{x_p+x_q}-\frac{2y_m}{(x_p+y_m)(x_q+y_m)}\right],
\]
and (1) turns the bracket into \(1/(x_p+x_q)\) times the two new factors of \(f_m\), which completes the induction.

Five consequences matter in practice.

1. The residual depends on the set of pivots and not on their order, since \(f_n\) is a symmetric product.
2. The last two displayed steps use (1) and (3) and never the fact that \(y_m\) is one of the \(x_p\). Equation (2) therefore holds for any positive nodes \(y_m\) when the vectors are defined by (3).
3. A pivot removes every row with \(x_p=y_m\), while \(f_n(x_p)\ne0\) for all other rows. The decomposition ends with zero residual after as many steps as there are distinct energies, and that number is the rank. \(M\) is positive definite if the \(x_p\) are distinct and semidefinite if some coincide.
4. The matrix \(C\) on \(N\) distinct pivots equals \(LL^T\) with \(L\) triangular and diagonal \(\sqrt{d_m}\), so \(\det C=\prod_md_m=\prod_m(2y_m)^{-1}\prod_{k<m}[(y_m-y_k)/(y_m+y_k)]^2\), the Cauchy determinant.
5. From \(x_p+x_q\ge2\sqrt{x_px_q}\) follows \(|R^n_{pq}|\le(R^n_{pp}R^n_{qq})^{1/2}\), so the largest residual element is diagonal. The relative error of an element is \(|R^n_{pq}|/M_{pq}=|f_n(x_p)f_n(x_q)|\le\max f_n^2\).

Equation (2), the pivots, the determinant, the rank and the termination were tested by explicit elimination in exact rational arithmetic on a set with a repeated energy.

**A.3 Arbitrary pivots**

Dividing numerator and denominator by \(\sqrt{xy}\) gives \((x-y)/(x+y)=\tanh[\tfrac12\ln(x/y)]\). For \(x,y\in[a,b]\) the modulus is largest at \(|\ln(x/y)|=\ln\kappa\). Any pivots in \([a,b]\) thus give
\[
|R^n_{pq}|\le\rho^{2n}M_{pq},\qquad\rho=\frac{\kappa-1}{\kappa+1}. \tag{4}
\]
Convergence is geometric at fixed \(\kappa\) for every pivot order. The bound cannot be improved without a pivot rule: if all pivots crowd towards \(b\), then \(f_n(a)^2\to\rho^{2n}\). With \(\kappa=100\) and five pivots just at and below \(b\), elimination gives a relative residual 0.818722 at \(x=a\), against \(\rho^{10}=0.818725\). For large \(\kappa\), \(\ln\rho^2=2\ln(1-\kappa^{-1})-2\ln(1+\kappa^{-1})=-4/\kappa+O(\kappa^{-3})\), so a relative accuracy \(\delta\) may cost \((\kappa/4)\ln(1/\delta)\) vectors.

**A.4 Optimal nodes**

The best nodes minimize \(\max_{[a,b]}f_n^2\), which is a Zolotarev problem. Take the Jacobi function \(\operatorname{dn}u\) of parameter \(1-\kappa^{-2}\), with complete elliptic integrals \(K=K(1-\kappa^{-2})\) and \(K'=K(\kappa^{-2})\), the argument being the parameter. The properties used are these: \(\operatorname{dn}\) is even, has periods \(2K\) and \(4iK'\), obeys \(\operatorname{dn}(u+2iK')=-\operatorname{dn}u\), has simple poles at \(iK',3iK'\) and simple zeros at \(K+iK',K+3iK'\) in a period cell (so it takes each value twice per cell), and falls from 1 to \(1/\kappa\) on \([0,K]\). The map \(x=b\operatorname{dn}u\) carries \([0,K]\) onto \([a,b]\), and the shift by \(2iK'\) represents \(x\to-x\). Choose
\[
y_j=b\operatorname{dn}u_j,\qquad u_j=\frac{(2j-1)K}{2n},\qquad j=1,\dots,n. \tag{5}
\]

*Theta quotient.* For a nome \(Q=e^{i\pi\tau}\in(0,1)\) and sums over all integers \(m\), let \(\theta_3(v)=\sum Q^{m^2}e^{2imv}\), \(\theta_2(v)=\sum Q^{(m+1/2)^2}e^{i(2m+1)v}\) and \(h=\theta_2/\theta_3\). Both series are even in \(v\). Under \(v\to v+\pi\), \(\theta_3\) is unchanged and \(\theta_2\) changes sign. Under \(v\to v+\pi\tau/2\), each \(e^{ikv}\) gains \(Q^{k/2}\). Using \(m^2+m=(m+\tfrac12)^2-\tfrac14\) and \((m+\tfrac12)^2+(m+\tfrac12)=(m+1)^2-\tfrac14\), one finds \(\theta_3\to Q^{-1/4}e^{-iv}\theta_2\) and \(\theta_2\to Q^{-1/4}e^{-iv}\theta_3\). Hence
\[
h(v+\pi)=-h(v),\qquad h(v+\pi\tau/2)=1/h(v),\qquad h(v+\pi\tau)=h(v).
\]
Applying the half shift twice multiplies \(\theta_3\) by \(Q^{-1}e^{-2iv}\), so \(\theta_3'/\theta_3\) changes by \(-2i\) from the bottom to the top edge of a cell with sides \(\pi,\pi\tau\). The vertical edges cancel in the contour integral and the horizontal ones leave \(2i\cdot\pi=2\pi i\): one zero per cell. The same holds for \(\theta_2\). Pairing \(m\) with \(-m-1\) makes \(\theta_2\) a sum of \(\cos(2m+1)v\), which vanishes at \(\pi/2\). The zeros of \(h\) are thus \(\pi/2+j\pi\) and its poles \(\pi/2+j\pi+\pi\tau/2\), modulo \(\pi\tau\), all simple.

*Identification.* Set \(v=\pi nu/K\) and \(\tau=4inK'/K\), so that \(Q=\exp(-4\pi nK'/K)\). The shifts \(2K\), \(2iK'\), \(4iK'\) in \(u\) become \(2\pi n\), \(\pi\tau/2\), \(\pi\tau\) in \(v\). The function \(F(u)=f_n(b\operatorname{dn}u)\) vanishes where \(\operatorname{dn}u=\operatorname{dn}u_j\), that is at \(u=\pm u_j\). Modulo \(2K\) these are the \(2n\) odd multiples of \(K/2n\), which are the points \(v=\pi/2+j\pi\). Its poles, where \(\operatorname{dn}u=-\operatorname{dn}u_j\), are the same points shifted by \(2iK'\). At the poles of \(\operatorname{dn}\), \(F=f_n(\infty)=1\) is regular. So \(F/h\) is entire and doubly periodic, and by Liouville's theorem a constant \(c\). Since \(f_n(-x)=1/f_n(x)\), the shift by \(2iK'\) gives \(c/h=1/(ch)\), so \(c^2=1\), and \(f_n(b)>0\), \(h(0)>0\) select \(c=1\):
\[
f_n(b\operatorname{dn}u)=\theta_2(\pi nu/K)/\theta_3(\pi nu/K). \tag{6}
\]

*Maximum.* In a cell with sides \(2\pi,\pi\tau\), \(h\) has two simple poles, so \(h'\) has two double poles and four zeros. The function \(h\) is regular and even about \(0\), about \(\pi\) (where it equals \(-h\)), and about \(\pi\tau/2\) and \(\pi+\pi\tau/2\) (where it equals \(\pm1/h\)). These four points exhaust the zeros of \(h'\). On the real axis the extrema lie at \(v=j\pi\), with \(h(j\pi)=(-1)^jh(0)\). On \([a,b]\), \(f_n\) therefore takes the values \(\pm h(0)\) alternately at the \(n+1\) points \(u=jK/n\), \(j=0,\dots,n\), which include both ends, and
\[
\epsilon_n=\max f_n^2=h(0)^2=4Q^{1/2}\left[\frac{1+\sum_{m\ge1}Q^{m(m+1)}}{1+2\sum_{m\ge1}Q^{m^2}}\right]^2\le4q^n,\qquad q=e^{-2\pi K'/K}. \tag{7}
\]
The inequality follows term by term from \(Q^{m(m+1)}\le Q^{m^2}\), and \(Q^{1/2}=q^n\). Expanding the bracket gives \(\epsilon_n=4q^n[1-4q^{2n}+O(q^{4n})]\), so \(q\) is the asymptotic ratio itself.

*Elementary bound on \(q\).* Apply the same comparison to \(\operatorname{dn}\). With \(v=\pi(u-K)/(2iK')\) and \(\tau'=iK/K'\), the zeros of \(\operatorname{dn}\) fall at \(v=\pi/2,3\pi/2\), the pole \(u=iK'\) falls at \(\pi/2+\pi\tau'/2\), and the periods \(4iK'\), \(2K\) become \(2\pi\), \(-\pi\tau'\). The second pole \(u=3iK'\) falls at \(3\pi/2+\pi\tau'/2\). Zeros, poles and periods thus agree with those of the theta quotient, and Liouville's theorem gives \(\operatorname{dn}u=c'\,h_p(v)\) with a constant \(c'\), where \(h_p\) is the quotient at nome \(p=e^{-\pi K/K'}\). At \(u=K\), \(1/\kappa=c'h_p(0)\). At \(u=0\), \(v=\pi\tau'/2\) and \(1=c'/h_p(0)\). Therefore \(1/\kappa=h_p(0)^2\le4p^{1/2}\), or \(\pi K/(2K')\le\ln4\kappa\). Since \(2\pi K'/K=\pi^2/[\pi K/(2K')]\),
\[
q\le\exp(-\pi^2/\ln4\kappa). \tag{8}
\]
For \(\kappa=10\) the two sides are 0.06875 and 0.06887, and for \(\kappa=100\) both are 0.19257. A relative accuracy \(\delta\) needs at most \(\ln(4\kappa)\ln(4/\delta)/\pi^2\) vectors, rounded up, which is logarithmic in \(\kappa\) where (4) is linear.

*Optimality.* Write \(f_n=P_f/P_f^*\) with \(P_f=\prod(x-y_j)\) and \(P_f^*(x)=\prod(x+y_j)=(-1)^nP_f(-x)\). Suppose other positive nodes give \(g=P_g/P_g^*\) with \(\max|g|<h(0)\). At the \(n+1\) extrema \(f_n-g\) has the alternating sign of \(f_n\), so it has \(n\) zeros in \((a,b)\). Its numerator \(T=P_fP_g^*-P_gP_f^*\) has degree at most \(2n-1\), because the terms \(x^{2n}\) cancel. It is odd, since \(T(-x)=P_f^*P_g-P_g^*P_f\). It then vanishes at \(n\) positive points, at their negatives and at zero, \(2n+1\) zeros in all, so \(T\equiv0\) and \(g=f_n\), against the assumption. The nodes (5) are optimal on the full interval; a finite set of energies may admit better ones. A direct numerical minimax search at \(\kappa=100\) returns 0.147524 for \(n=2\) and 0.028560 for \(n=3\), equal to \(\epsilon_n\) to these digits, with \(4q^n=0.148336\) and \(0.028565\).

**A.5 Greedy pivoting**

The greedy rule picks the largest residual diagonal, so \(d_{n+1}=\max_pf_n(x_p)^2/(2x_p)=\max|R^n|\). The first pivot is \(y_1=a\). Each step subtracts squares from the diagonal, hence \(d_1\ge d_2\ge\dots\ge d_{n+1}\). Let \(C\) be the matrix on the first \(N=n+1\) pivots, with eigenvalues \(\lambda_1\ge\dots\ge\lambda_N\). Then \(d_{n+1}^{N}\le\prod_md_m=\det C=\prod_k\lambda_k\).

The eigenvalues are bounded with the optimal nodes. For \(k\) such nodes, (2) reads \(C=A_k+DCD\), with \(A_k\) a sum of \(k\) outer products and \(D=\operatorname{diag}f_k(y_i)\), \(D_{ii}^2\le\epsilon_k\). For \(w\) orthogonal to the \(k\) vectors, \(w^TCw=(Dw)^TC(Dw)\le\lambda_1\epsilon_k|w|^2\). Those \(w\) span a space of dimension at least \(N-k\), and the Courant–Fischer principle gives \(\lambda_{k+1}\le\epsilon_k\lambda_1\), with \(\epsilon_0=1\). Also \(\lambda_1\le\operatorname{tr}C\le N/(2a)\). With \(\prod_{k=1}^n4q^k=4^nq^{n(n+1)/2}\), the \(N\)-th root yields
\[
d_{n+1}\le\frac{4(n+1)}{2a}\,q^{n/2}. \tag{9}
\]
For any set of energies in \([a,b]\), the greedy residual thus stays under an envelope that falls geometrically with asymptotic ratio \(\sqrt q\). A single step \(d_{n+1}/d_n\) can exceed \(\sqrt q\): in A.8, \(d_7/d_6=0.63\) against \(\sqrt q=0.371\). When the candidates fill the whole interval, optimality supplies a lower bound, \(d_{n+1}\ge\max f_n^2/(2b)\ge\epsilon_n/(2b)\), so the asymptotic ratio lies between \(q\) and \(\sqrt q\). The lower bound fails for a finite set, where \(d_{n+1}\) reaches zero.

On a dense logarithmic grid, a fit of \(\ln d_{n+1}\) over \(n=10\) to 40 gives ratios 0.07126, 0.20000 and 0.40945 for \(\kappa=10,10^2,10^4\). The values of \(q\) are 0.06875, 0.19257, 0.39401 and those of \(\sqrt q\) are 0.26220, 0.43883, 0.62770. The fitted exponents are 0.987, 0.977 and 0.959 of \(\ln q\). That the greedy ratio tends to \(q\) on a full interval is a conjecture here; what is proved is (9).

The limits are as follows. As \(\kappa\to1\), optimality gives \(\epsilon_n\le\rho^{2n}\to0\), and one vector suffices. As \(\kappa\to\infty\), \(K\) grows without bound while \(K'\to\pi/2\), so \(q\to1\): no ratio holds uniformly as the gap \(a\) closes, and the prefactor \(1/(2a)\) of the absolute error diverges as well.

**A.6 Error of the MP2 energy**

With \(p=ia\), \(q=jb\) as indices and \(V_{pq}=(ia|jb)\), the denominator \(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j\) equals \(x_p+x_q\), and the closed-shell MP2 correlation energy is
\[
E=-\sum_{pq}W_{pq}M_{pq},\qquad W_{pq}=(ia|jb)\,[2(ia|jb)-(ib|ja)] .
\]
Replacing \(M\) by \(M-R^n\) gives \(E_n\), and consequence 5 bounds the error:
\[
E_n-E=\sum_{pq}W_{pq}R^n_{pq},\qquad|E_n-E|\le S\max_pf_n(x_p)^2,\qquad S=\sum_{pq}|W_{pq}|M_{pq}. \tag{10}
\]
The opposite-spin part \(E_{\rm OS}=-\sum V_{pq}^2M_{pq}\) has a definite behaviour. \(V\) is the Gram matrix of the pair densities in the positive Coulomb metric, so \(V_{pq}=\sum_PB^P_pB^P_q\) for some real vectors \(B^P\). Then
\[
E_{{\rm OS},n}=-\sum_{m=1}^n\sum_{PQ}\Big(\sum_pB^P_pL^m_pB^Q_p\Big)^2 .
\]
Each vector lowers the energy or leaves it unchanged. The remainder \(\sum V_{pq}^2R^n_{pq}\) has the same sum-of-squares form because \(R^n=DMD\) is semidefinite, so \(E_{{\rm OS},n}\) approaches \(E_{\rm OS}\) from above, monotonically when nodes are added to a nested sequence such as the greedy pivots (this argument does not cover the nodes (5), which change with \(n\)), with error at most \(|E_{\rm OS}|\max f_n^2\). For the total energy this argument needs \(W\) semidefinite, which fails in the example below.

The vectors separate pair \(ia\) from pair \(jb\), but not \(i\) from \(a\). A product form would need \(\partial_{\varepsilon_a}\partial_{\varepsilon_i}\ln L=0\), whereas \(L^1=\sqrt{2y_1}/(\varepsilon_a-\varepsilon_i+y_1)\) gives \(-1/(x+y_1)^2\). The exponentials \(e^{-\varepsilon_at}e^{\varepsilon_it}\) of a Laplace quadrature do factor in this way.

**A.7 Implementation**

Keep one array \(f_p\), initially 1. At step \(m\), choose \(y_m\) as the \(x_p\) that maximizes \(f_p^2/(2x_p)\), or from (5) with \(n\) fixed in advance by \(4q^n\le\delta\). Form \(L^m_p=\sqrt{2y_m}\,f_p/(x_p+y_m)\), then multiply \(f_p\) by \((x_p-y_m)/(x_p+y_m)\). Each vector costs a number of operations proportional to the number of pairs, and \(\max f_p^2\) bounds the relative error of every element. The general update subtracts earlier vectors from a column of size up to \(d_1\), so its diagonal loses meaning once \(d_m\) nears the unit roundoff times \(d_1\). The product form multiplies factors and has no such subtraction. Greedy pivots are nested and can be extended, while the nodes (5) change with \(n\). This elementwise form requires the denominator \(x_p+x_q\), and so orbitals that diagonalize the occupied and the virtual Fock blocks. In orbitals rotated within these blocks, \(x\) becomes a symmetric matrix on the pair index with the same eigenvalues \(x_p\). For fixed nodes, (3) then holds as a function of that matrix, but the operation count given above no longer applies.

**A.8 Worked example: water**

The molecule has chosen bond lengths 0.96 Å and angle 104.5°, and is treated by RHF and MP2 in the cc-pVDZ basis (24 functions). The reference is canonical MP2 in this basis, which omits basis-set completeness, higher-order correlation and relativity. The computed values are listed in the numerical output after the text; the others follow from them by the arithmetic shown.

With all electrons correlated there are 95 pairs. The ends are \(a=0.18510+0.49295\approx0.67806\,E_h\) (18.451 eV, last digit from unrounded energies) and \(b=4.14445+20.55092=24.69537\,E_h\) (672.00 eV), so \(\kappa=36.42\) and \(\rho^2=0.89596\). From \(K=4.98219\) and \(K'=1.57109\), \(2\pi K'/K=1.98135\) and \(q=0.13788\); (8) gives 0.13789. The reference is \(E=-0.204155\,E_h\) (\(-5.555\) eV), with \(E_{\rm OS}=-0.152604\,E_h\) and \(S=0.212999\,E_h\). For a guaranteed error below \(10^{-6}E_h\), (10) with (7) needs \(n\ge\ln(4S/10^{-6}E_h)/1.98135=13.655/1.98135=6.9\), or 7 vectors. With (4) it needs \(12.269/0.10986=111.7\), or 112, more than the 95 pairs.

The first greedy pivot is \(a\), with \(d_1=1/(2a)=0.737402\,E_h^{-1}\). The second maximizes \((x-a)^2/[2x(x+a)^2]\). A vanishing logarithmic derivative, \(2/(x-a)-2/(x+a)-1/x=0\), gives \(x^2-4ax-a^2=0\) and \(x=(2+\sqrt5)a=2.87\,E_h\) on a continuum. The set supplies \(y_2=2.81089\,E_h\), where \(f_1=2.13283/3.48895=0.61131\) and \(d_2=0.37370/5.62178=0.06647\,E_h^{-1}\), as the explicit elimination finds.

| \(n\) | greedy \(\max f_n^2\) | greedy \(E_n-E\) | \(\epsilon_n\) | elliptic \(E_n-E\) |
|---|---|---|---|---|
| 2 | 5.67e-1 | 1.31e-3 | 7.59e-2 | 4.97e-3 |
| 3 | 2.13e-2 | 6.94e-4 | 1.05e-2 | 9.92e-4 |
| 6 | 1.23e-3 | 4.96e-7 | 2.75e-5 | 1.12e-6 |
| 7 | 9.73e-6 | 2.52e-7 | 3.79e-6 | 7.59e-8 |
| 10 | 1.43e-7 | 6.08e-11 | 9.93e-9 | 3.80e-10 |

Energies are in \(E_h\). The greedy error stays below \(10^{-6}E_h\) from \(n=6\), where it is \(2.4\times10^{-6}\) of \(|E|\); the elliptic nodes need 7. For these nodes the largest relative element error equals \(\epsilon_n\), because \(a\) and \(b\) belong to the set and are extrema of \(f_n\).

The greedy steps are uneven, and (2) accounts for this. The energies form a valence group ending at \(5.47976\,E_h\) and a core group starting at \(0.18510+20.55092=20.73602\,E_h\), which is \(y_3\). At \(n=2\) the maximum of \(f^2\) sits at \(b\): \(0.89596\times(21.88448/27.50626)^2=0.5672\). The sixth pivot, \(0.88290\,E_h\), multiplies \(f^2(b)\) by \((23.81247/25.57827)^2=0.8667\), taking \(1.419\times10^{-3}\) to \(1.230\times10^{-3}\), and \(d_7=1.230\times10^{-3}/(2b)=2.49\times10^{-5}E_h^{-1}\) then selects \(y_7=b\). The core pivots \(y_3\) and \(y_7\) cut \(\max f^2\) by factors of 27 and 126 but only about halve the energy error. Terms with a core orbital make up \(0.212999-0.210562=0.002437\,E_h\) of \(S\), the difference between the all-electron and frozen-core sums, while the bound (10) applies the value at \(b\) to all of \(S\). At \(n=2\) that bound, \(0.1208\,E_h\), is 92 times the error.

The mean greedy ratio over ten steps is \((3.131\times10^{-9}/0.737402)^{1/10}=0.145\), near \(q\) and far from \(\sqrt q=0.371\). The bound (9) at \(n=10\) is \(44\times0.13788^5\times0.737402=1.617\times10^{-3}E_h^{-1}\), about \(5\times10^5\) times \(d_{11}\), so it proves convergence but does not serve as a stopping rule. The greedy \(\max f_n^2\) exceeds \(\epsilon_n\) at all ten steps, yet the greedy energy error is the smaller one except at \(n=1,7,8\). One possible reason, not tested here and not the only candidate (the greedy weight \(1/(2x)\) also favours the low energies), is that the elliptic nodes also serve the empty range between the two groups: for \(n=4\) they are 20.57785, 7.46411, 2.24338 and \(0.81373\,E_h\), and the first two lie in it.

The greedy opposite-spin error is positive and falls at every step, from \(3.92\times10^{-2}\) to \(5.7\times10^{-11}E_h\), as A.6 requires. The total error is positive in all rows too, but the lowest eigenvalue of \(W\) is \(-2.229\times10^{-3}E_h^2\), so the sum-of-squares argument of A.6 does not apply, and that sign is only an observation for this molecule.

Freezing the core leaves 76 pairs with \(b=5.47976\,E_h\) (149.11 eV), \(\kappa=8.08\), \(\rho^2=0.60805\), \(q=0.05827\) and \(E=-0.201822\,E_h\) (\(-5.492\) eV). The rule from (7) gives \(\ln(4\times0.210562\times10^{6})/2.8426=13.644/2.8426=4.8\), or 5 vectors, the number that both pivot choices need, while (4) gives 25. Lowering \(\kappa\) by a factor 4.5 changes the count from (4) by nearly the same factor, 112 to 25, and the count from (7) from 7 to 5, as the dependence on \(\ln4\kappa\) in (8) implies.

## Calculated quantities

```
worst order kappa=100 n=5: R/M at a = 0.818722, rho^10 = 0.818725
kappa=10: K=3.69564 K'=1.57475 rho^2=0.66942 q=0.06875 log bound=0.06887
  sqrt(q)=0.26220 greedy ratio fit n=10..40: 0.07126, exponent/ln q=0.987
kappa=100: K=5.99159 K'=1.57084 rho^2=0.96079 q=0.19257 log bound=0.19257
  sqrt(q)=0.43883 greedy ratio fit n=10..40: 0.20000, exponent/ln q=0.977
kappa=10000: K=10.59663 K'=1.57080 rho^2=0.99960 q=0.39401 log bound=0.39401
  sqrt(q)=0.62770 greedy ratio fit n=10..40: 0.40945, exponent/ln q=0.959
kappa=100 n=2: minimax search 0.147524, eps_n 0.147524, 4q^n 0.148336
kappa=100 n=3: minimax search 0.028560, eps_n 0.028560, 4q^n 0.028565
H2O r=0.96 angstrom, angle=104.5 deg, nao=24, E_RHF=-76.02665366 Eh
eps: core -20.55092, 2nd -1.33530, HOMO -0.49295, LUMO 0.18510, top 4.14445 Eh
all-electron: N=95 a=0.67806 Eh (18.451 eV) b=24.69537 Eh (672.00 eV) kappa=36.4208
  K=4.98219 K'=1.57109 rho^2=0.89596 q=0.13788 log bound=0.13789
  E_MP2=-0.204154799 Eh (-5.55534 eV) E_OS=-0.152603869 Eh S=0.212999 Eh
  min eigenvalue of W=-2.229e-03 Eh^2, d_1=0.737402 1/Eh
greedy: n, y_n/Eh, d_(n+1)*Eh, proven bound*Eh, max f^2, dE/Eh, bound/Eh, dE_OS/Eh
  1 0.67806 6.647e-02 2.191e+00 8.960e-01 5.247e-02 1.908e-01 3.917e-02
  2 2.81089 1.226e-02 1.220e+00 5.672e-01 1.306e-03 1.208e-01 1.029e-03
  3 20.73602 4.037e-03 6.041e-01 2.134e-02 6.942e-04 4.545e-03 5.180e-04
  4 1.28025 7.514e-04 2.804e-01 8.235e-03 4.282e-05 1.754e-03 3.514e-05
  5 5.47976 3.946e-05 1.249e-01 1.419e-03 2.079e-06 3.023e-04 1.701e-06
  6 0.88290 2.491e-05 5.412e-02 1.230e-03 4.957e-07 2.620e-04 4.018e-07
  7 24.69537 1.352e-06 2.297e-02 9.730e-06 2.524e-07 2.072e-06 1.995e-07
  8 1.93787 1.547e-07 9.595e-03 1.307e-06 2.186e-08 2.784e-07 1.664e-08
  9 4.20476 1.076e-08 3.959e-03 1.629e-07 1.758e-10 3.470e-08 1.578e-10
  10 0.74880 3.131e-09 1.617e-03 1.430e-07 6.077e-11 3.046e-08 5.721e-11
elliptic nodes: n, eps_n, 4q^n, max|R|/M, dE/Eh, eps_n*S/Eh
  1 5.1223e-01 5.5153e-01 5.1223e-01 2.264e-02 1.091e-01
  2 7.5937e-02 7.6047e-02 7.5937e-02 4.974e-03 1.617e-02
  3 1.0485e-02 1.0485e-02 1.0485e-02 9.924e-04 2.233e-03
  4 1.4458e-03 1.4458e-03 1.4458e-03 6.101e-05 3.079e-04
  5 1.9935e-04 1.9935e-04 1.9935e-04 3.612e-06 4.246e-05
  6 2.7486e-05 2.7486e-05 2.7486e-05 1.115e-06 5.855e-06
  7 3.7899e-06 3.7899e-06 3.7899e-06 7.588e-08 8.072e-07
  8 5.2256e-07 5.2256e-07 5.2256e-07 8.013e-09 1.113e-07
  9 7.2052e-08 7.2052e-08 7.2052e-08 1.976e-09 1.535e-08
  10 9.9347e-09 9.9347e-09 9.9347e-09 3.802e-10 2.116e-09
  nodes n=4 /Eh: 20.57785 7.46411 2.24338 0.81373
  vectors for |dE|<1e-6 Eh: greedy 6, elliptic 7
  a priori: 4q^n S rule 7, rho^2n S rule 112
frozen core: N=76 a=0.67806 Eh (18.451 eV) b=5.47976 Eh (149.11 eV) kappa=8.0816
  K=3.48543 K'=1.57686 rho^2=0.60805 q=0.05827 log bound=0.05846
  E_MP2=-0.201821821 Eh (-5.49185 eV) E_OS=-0.151079672 Eh S=0.210562 Eh
  min eigenvalue of W=-2.222e-03 Eh^2, d_1=0.737402 1/Eh
  vectors for |dE|<1e-6 Eh: greedy 5, elliptic 5
  a priori: 4q^n S rule 5, rho^2n S rule 25
```
